# Thermionic Emission over a Metal Surface Barrier and Its Schottky Lowering

## 1. Definitions and conventions

A hot metal faces a vacuum. The surface is the plane \(x=0\), and the vacuum is at \(x>0\). Energies are counted from the Fermi level, which here means the chemical potential at the temperature \(T\). The work function \(W\) is the energy of an electron at rest far outside when no field is applied. The magnitude of the emitted electric current density is \(J\).

The algebra uses atomic units: \(\hbar=m=e=1\) and \(4\pi\varepsilon_0=1\), where \(m\) is the free-electron mass and \(e>0\) the elementary charge. Boltzmann's constant \(k\) is kept. An applied field pulls electrons outward with a force of magnitude \(F\); the electric field itself points towards the metal, because the electron is negative.

Two results are derived:

\[
J=A\,T^2e^{-(W-\Delta W)/kT},\qquad A=\frac{4\pi m e k^2}{h^3},\qquad \Delta W=\sqrt F .
\]

The first is the Richardson-Dushman law with the barrier lowered by \(\Delta W\), the Schottky lowering. It rests on these assumptions:

- The metal is in thermal equilibrium, and its surface is flat and uniform.
- The momentum parallel to the surface is conserved during escape.
- Each state in which an electron can leave is fed by one state in the metal. The electron escapes with certainty if its energy of normal motion exceeds the barrier top, and not at all otherwise.
- The remaining barrier is many \(kT\) high.

The sharp escape rule is classical. Section 6 examines it.

## 2. Counting the one-way flux

Let \(\mathbf p=(p_x,\mathbf p_\parallel)\) be the momentum in the metal. There are \(2\,d^3p/(2\pi)^3\) states per unit volume, the 2 counting spin. Each is occupied with probability \(f(E)=1/(1+e^{E/kT})\) and carries electrons outward at the speed \(v_x=\partial E/\partial p_x\). Hence

\[
J=\frac{2}{(2\pi)^3}\int d^2p_\parallel\int dp_x\,v_x f(E),
\]

taken over outgoing states that can escape. At fixed \(\mathbf p_\parallel\),

\[
v_x\,dp_x=\frac{\partial E}{\partial p_x}\,dp_x=dE .
\]

The speed cancels the density of states in the normal direction, so the band mass drops out of this integral.

It remains to find which states escape. Outside, the electron has the free mass and the same \(\mathbf p_\parallel\), so the energy left for normal motion is

\[
E_n=E-\frac{p_\parallel^2}{2}.
\]

Escape requires \(E_n>W\). This condition contains the vacuum mass and not the band mass. At fixed \(\mathbf p_\parallel\) we have \(dE=dE_n\), and therefore

\[
J=\int_W^\infty N(E_n)\,dE_n,\qquad
N(E_n)=\frac{2}{(2\pi)^3}\int d^2p_\parallel\, f\!\left(E_n+\frac{p_\parallel^2}{2}\right).
\]

With \(\epsilon=p_\parallel^2/2\), the area element is \(d^2p_\parallel=2\pi p_\parallel dp_\parallel=2\pi\,d\epsilon\). The prefactor becomes \(2\cdot2\pi/(8\pi^3)=1/(2\pi^2)\), so

\[
N(E_n)=\frac{1}{2\pi^2}\int_0^\infty\frac{d\epsilon}{1+e^{(E_n+\epsilon)/kT}}
=\frac{kT}{2\pi^2}\ln\!\left(1+e^{-E_n/kT}\right).
\]

The last step uses the antiderivative \(-kT\ln(1+e^{-(E_n+\epsilon)/kT})\), which vanishes at the upper limit.

## 3. The Richardson constant

For \(W\gg kT\) the exponential in \(N\) is small throughout the range of integration. With \(\ln(1+y)=y-y^2/2+\dots\),

\[
J=\frac{kT}{2\pi^2}\int_W^\infty\!\left(e^{-E_n/kT}-\tfrac12e^{-2E_n/kT}+\dots\right)dE_n
=\frac{(kT)^2}{2\pi^2}e^{-W/kT}\left(1-\tfrac14e^{-W/kT}+\dots\right).
\]

The leading term is the Richardson-Dushman law. One factor \(kT\) comes from the spread in normal energy, the other from the spread in lateral energy.

To restore ordinary units, use \(2\,d^3p/h^3\) for the states, \(d^2p_\parallel=2\pi m\,d\epsilon\) for the lateral area, and a charge \(e\) per electron:

\[
J=e\,\frac{2}{h^3}\,2\pi m\,(kT)^2e^{-W/kT}=\frac{4\pi mek^2}{h^3}\,T^2e^{-W/kT}.
\]

The constant is \(A=120.17\) A cm⁻² K⁻². It contains no property of the metal, provided the stated assumptions hold. As a test, the original integral over metal states was evaluated numerically with \(W=4.5\) eV, \(T=2500\) K and a parabolic band whose bottom lies 10 eV below the Fermi level. Band masses of 0.5, 1 and 2 free-electron masses each gave 120.17 A cm⁻² K⁻². This holds only while the band can supply every lateral momentum that could escape. For a light mass or a shallow band it cannot, and the constant falls: a mass of 0.02 in the same band gives 0.75 of \(A\).

## 4. The image force

An electron outside a conductor attracts positive charge to the surface. For a perfect conductor at zero potential, the field outside is that of the electron and an opposite charge at the mirror position. The two potentials cancel on the plane, which is the required boundary condition.

The charges are \(2x\) apart, so the electron is pulled back with a force \(1/(2x)^2=1/(4x^2)\). With zero energy at infinity,

\[
V_{\rm im}(x)=-\int_x^\infty\frac{dx'}{4x'^2}=-\frac{1}{4x}.
\]

This is half the interaction energy \(-1/(2x)\) of two independent charges at that distance. The image is not a fixed charge: it moves as the electron moves.

The induced charge gives the same answer. Reverse all signs, so that a unit positive charge stands at height \(x\); the energy does not change. At a distance \(r\) along the surface, put \(s=\sqrt{r^2+x^2}\). The charge and its image each contribute \(-x/s^3\) to the normal field, so the surface density is

\[
\sigma(r)=\frac{1}{4\pi}\left(-\frac{2x}{s^3}\right)=-\frac{x}{2\pi s^3}.
\]

The energy of a charge with the polarization it has itself induced is half the charge times the induced potential:

\[
\frac12\int_0^\infty\frac{\sigma(r)}{s}\,2\pi r\,dr
=-\frac{x}{2}\int_0^\infty\frac{r\,dr}{(r^2+x^2)^2}
=-\frac{x}{2}\cdot\frac{1}{2x^2}=-\frac1{4x}.
\]

The image law treats the metal as a continuum with a sharp surface. It cannot hold down to \(x=0\), where it would give an infinite energy.

## 5. The barrier in a field

With the field on, the potential energy outside is

\[
V(x)=W-\frac1{4x}-Fx .
\]

Near the metal the image force pulls inward; far away the field pulls outward. They balance where

\[
V'(x)=\frac{1}{4x^2}-F=0\quad\Longrightarrow\quad x_0=\frac{1}{2\sqrt F}.
\]

Since \(V''(x)=-1/(2x^3)<0\), this point is a maximum. There the image term and the field term are equal:

\[
\frac{1}{4x_0}=\frac{\sqrt F}{2},\qquad Fx_0=\frac{\sqrt F}{2},
\qquad V(x_0)=W-\sqrt F .
\]

In ordinary units, with \(\mathcal E\) the strength of the electric field,

\[
\Delta W=\sqrt{\frac{e^3\mathcal E}{4\pi\varepsilon_0}} .
\]

At 1 V/nm, which is 10 MV/cm, the top lies at 0.600 nm. The field term there is \(1\ \text{eV/nm}\times0.600\ \text{nm}=0.600\) eV. The image term is equal to it, so the lowering is 1.200 eV.

The escape condition is now \(E_n>W-\sqrt F\). The counting of Sections 2 and 3 is otherwise unchanged, which gives

\[
J(F)=J(0)\,e^{\sqrt F/kT}.
\]

At fixed temperature, \(\ln J\) rises linearly with \(\sqrt F\), with slope \(1/kT\). If the force is reversed, \(V'=1/(4x^2)+|F|\) has no zero. There is then no maximum at finite distance, and the formula does not apply.

The classical top reaches the Fermi level when \(\sqrt F=W\). For \(W=4.5\) eV this happens at 14.1 V/nm. The emission law fails at a lower field, because it needs a remaining barrier of many \(kT\) and little tunnelling. In the full-barrier model of Section 6 at 2500 K, it is already low by a factor of about 2 at 3 V/nm.

## 6. Tunnelling and reflection

**A parabolic top.** Put \(y=x-x_0\) and \(\varepsilon=E_n-V(x_0)\). Near the top, \(V\approx V(x_0)-\tfrac12\omega^2y^2\), with

\[
\omega^2=-V''(x_0)=\frac{1}{2x_0^3}=4F^{3/2},\qquad \omega=2F^{3/4}.
\]

The wave equation is \(\psi''=-(\omega^2y^2+2\varepsilon)\psi\). At large \(|y|\) try \(\psi=y^{\,\nu}e^{i\omega y^2/2}\). The leading terms are \(\psi''\approx[-\omega^2y^2+i\omega(1+2\nu)]\psi\), so \(\nu=i\varepsilon/\omega-\tfrac12\).

For \(y>0\) this wave has local momentum \(\omega y>0\) and is the transmitted wave; call its amplitude \(b\). For \(y<0\) the same exponential describes the reflected wave, with amplitude \(a\). The incident wave there contains \(e^{-i\omega y^2/2}\) and has unit amplitude.

Now continue the transmitted wave from positive to negative \(y\) through the upper half of the complex plane. It first decays and then becomes the dominant exponential, so its coefficient can be followed throughout. Setting \(y=|y|e^{i\pi}\) multiplies \(y^\nu\) by \(e^{i\pi\nu}=-ie^{-\pi\varepsilon/\omega}\). Hence \(a=-ie^{-\pi\varepsilon/\omega}b\). Flux conservation, \(|a|^2+|b|^2=1\), gives the transmission

\[
D=|b|^2=\frac{1}{1+e^{-2\pi\varepsilon/\omega}} .
\]

It is one half at the top, with tunnelling below and reflection above. To average it over the thermal supply, let \(u=\varepsilon/kT\) and \(q=\omega/(2\pi kT)\). Relative to the classical current over the same lowered barrier, the factor is

\[
R=\int_{-\infty}^{\infty}\frac{e^{-u}}{1+e^{-u/q}}\,du .
\]

With \(t=e^{u/q}\) we have \(du=q\,dt/t\) and \(e^{-u}=t^{-q}\), so

\[
R=q\int_0^\infty\frac{t^{-q}}{1+t}\,dt=\frac{\pi q}{\sin\pi q},\qquad 0<q<1 .
\]

The final step is the standard integral \(\int_0^\infty t^{z-1}/(1+t)\,dt=\pi/\sin\pi z\) with \(z=1-q\). As \(q\to1\) the result diverges, because for a parabola the tunnelling probability then falls with depth no faster than the supply rises, and an expansion about the top is no longer valid. At 1 V/nm this occurs at 931 K. The divergence belongs to the parabola. On the full barrier treated next, tunnelling falls faster at depth: at 931 K the factor is finite, about 4.5, and the emitted distribution peaks about 0.1 eV below the top.

**The full image barrier.** The parabola omits the steep inner side. A fuller model follows \(V(x)\) inward until it reaches 10 eV below the Fermi level and keeps it constant from there on. The one-dimensional wave equation was solved numerically for this barrier, and the transmission was weighted with \(N(E_n)\). At 2500 K, relative to the classical current at the same field:

| Field (V/nm) | \(q\) | Parabola | Full barrier |
|---:|---:|---:|---:|
| 0.1 | 0.066 | 1.007 | 0.917 |
| 1 | 0.372 | 1.271 | 1.018 |

At 1 V/nm, tunnelling adds 25.0 % and reflection removes 23.2 %. The near agreement with the classical current is therefore a cancellation, not evidence that both effects are small. At 0.1 V/nm the gain is 3.1 % and the loss 11.4 %.

The parabola does not reproduce these net factors. The factors belong to this model of the surface, and so does the closeness of the cancellation. Well depths of 5 and 15 eV give 0.93 and 0.91 at 0.1 V/nm, and 0.97 and 1.06 at 1 V/nm. One smooth join of the image potential to the same 10 eV well gives 0.99 and 1.15.

## 7. A hot tungsten cathode

Take rough typical values for bcc tungsten: \(W=4.5\) eV and \(T=2500\) K. Then \(kT=0.2154\) eV and \(W/kT=20.89\). Without a field,

\[
J(0)=120.17\times2500^2\times e^{-20.89}\approx0.64\ \text{A/cm}^2 .
\]

At 1 V/nm the gain is \(e^{1.2000/0.2154}\approx260\), and the current density rises to about 167 A/cm². With temperature and work function held fixed, the classical law gives:

| Field (V/nm) | Lowering (eV) | Top (nm) | \(J\) (A/cm²) | Gain |
|---:|---:|---:|---:|---:|
| 0.001 | 0.038 | 19.0 | 0.76 | 1.19 |
| 0.01 | 0.120 | 6.0 | 1.11 | 1.75 |
| 0.1 | 0.379 | 1.9 | 3.71 | 5.8 |
| 1 | 1.200 | 0.60 | 167 | 262 |

A hundredfold increase in field raises the lowering tenfold. Since \(d\ln J/d\ln F=\Delta W/(2kT)\), while \(d\ln\Delta W/d\ln F=1/2\), a small increase in field changes the current by a larger fraction than the lowering once \(\Delta W>kT\). At 1 V/nm a barrier of 3.30 eV remains, and the relative correction from Fermi statistics is only \(-5.6\times10^{-8}\).

## 8. Space charge

Emitted electrons repel those that follow. Consider a flat gap of width \(d\) and voltage \(V_g\), and neglect the starting speed. Let \(\phi(x)\) be the kinetic energy gained, so that \(v=\sqrt{2\phi}\) and the charge density has magnitude \(J/v\). Poisson's equation is

\[
\phi''=\frac{4\pi J}{\sqrt{2\phi}} .
\]

Multiply by \(\phi'\) and integrate from the cathode, where \(\phi=0\) and \(\phi'=F_s\):

\[
\phi'^2=F_s^2+c\sqrt\phi,\qquad c=8\sqrt2\,\pi J .
\]

The limiting current \(J_C\) is reached when the surface field vanishes. Then \(\phi^{-1/4}d\phi=\sqrt c\,dx\), which integrates to \(\tfrac43V_g^{3/4}=\sqrt c\,d\), and

\[
J_C=\frac{\sqrt2\,V_g^{3/2}}{9\pi d^2} .
\]

For \(J\ll J_C\), expand the gap width to first order in \(c\):

\[
d=\int_0^{V_g}\frac{d\phi}{\sqrt{F_s^2+c\sqrt\phi}}
\approx\frac{V_g}{F_s}-\frac{cV_g^{3/2}}{3F_s^3} .
\]

Let \(F_0=V_g/d\) be the field without space charge. Multiplying by \(F_s/d\), and setting \(F_s=F_0\) in the small term, gives

\[
1-\frac{F_s}{F_0}\approx\frac{c\,d^2}{3V_g^{3/2}}=\frac{16}{27}\frac{J}{J_C} .
\]

For 1000 V across 1000 nm, \(J_C=7.38\times10^6\) A/cm². The emission of 167 A/cm² lowers the surface field by a fraction of \(1.3\times10^{-5}\), which is negligible. For 100 V across 1 mm, \(J_C=0.233\) A/cm², below the zero-field emission of 0.64 A/cm². Space charge then limits the current, and the emission law alone overestimates it.

## 9. The measured constant and real cathodes

Suppose the work function drifts with temperature as \(W=W_0+\alpha T\). Then

\[
\ln\frac{J}{T^2}=\ln A-\frac{\alpha}{k}-\frac{W_0}{kT} .
\]

A Richardson plot of \(\ln(J/T^2)\) against \(1/T\) has slope \(-W_0/k\). Its intercept gives the apparent constant \(Ae^{-\alpha/k}\), not \(A\). For a rough drift of 0.0001 eV/K, with \(W=4.5\) eV held at 2500 K, the plot gives \(W_0=4.25\) eV and an apparent constant of 37.7 A cm⁻² K⁻². The current at 2500 K is the same in both descriptions; combining 4.25 eV with the ideal constant would overestimate it about threefold. The same caution applies to Section 7: values near 4.5 eV for tungsten are often Richardson-plot values, quoted with an apparent constant of roughly half of \(A\), so the currents there may be too high by about a factor of two.

The chosen temperature is reasonable for a tungsten filament, but a surface field of 1 V/nm belongs to a sharp tip. On a spherical tip of radius \(R_t\) the lowering is smaller by about \(\tfrac34\Delta W x_0/R_t\), with \(x_0=0.60\) nm, and this must be small compared with \(kT\). A radius of 10 nm still reduces the current by about 22 %, and one of 100 nm by about 2 %. The two are combined here only to show the size of the effect. The flat 1000 nm gap serves to size space charge; it is not a practical way to hold 1 V/nm. Real cathodes also break the assumption of a uniform surface. If the applied field is much stronger than the fields between neighbouring facets, and the facets are far wider than the distance to the barrier top, a rough work-function difference of 0.3 eV changes the local current by a factor \(e^{0.3/0.2154}\approx4\) at 2500 K. In weaker applied fields, the fields between facets alter the barriers and reduce this contrast. The factor of 4 exceeds the wave corrections found in Section 6, so the computed current densities are estimates of scale.

## Values computed for the example and the checks

```
Work function (rough, W): 4.5 eV
Temperature: 2500 K
Thermal energy kT: 0.2154 eV
Work function / kT: 20.89 (no unit)
Richardson constant, formula: 120.17 A/cm2/K2
Counted, band mass 0.5 m: 120.17 A/cm2/K2
Counted, band mass 1.0 m: 120.17 A/cm2/K2
Counted, band mass 2.0 m: 120.17 A/cm2/K2
Zero-field current: 0.637 A/cm2
Field 0.001 V/nm: lowering 0.0379 eV
  barrier left: 4.462 eV
  top position: 18.973 nm
  current: 0.7596 A/cm2
  gain over zero field: 1.193 (no unit)
Field 0.01 V/nm: lowering 0.1200 eV
  barrier left: 4.380 eV
  top position: 6.000 nm
  current: 1.112 A/cm2
  gain over zero field: 1.745 (no unit)
Field 0.1 V/nm: lowering 0.3795 eV
  barrier left: 4.121 eV
  top position: 1.897 nm
  current: 3.707 A/cm2
  gain over zero field: 5.821 (no unit)
Field 1 V/nm: lowering 1.2000 eV
  barrier left: 3.300 eV
  top position: 0.600 nm
  current: 167.2 A/cm2
  gain over zero field: 262.5 (no unit)
1 V/nm in engineering unit: 10 MV/cm
Field removing the barrier: 14.1 V/nm
Model well depth below Fermi level: 10 eV
At 0.1 V/nm: q = 0.066, parabola x1.007
  full barrier factor: 0.917 (no unit)
  tunnelling adds 3.1 %, reflection removes 11.4 %
At 1 V/nm: q = 0.372, parabola x1.271
  full barrier factor: 1.018 (no unit)
  tunnelling adds 25.0 %, reflection removes 23.2 %
Temperature where q = 1 at 1 V/nm: 931 K
Fermi correction at 1 V/nm: -5.6e-08
Space-charge limit, 1000 V, 1000 nm: 7.38e+06 A/cm2
  surface-field loss: 1.3e-05 (fraction)
Space-charge limit, 100 V, 1 mm: 0.233 A/cm2
Work-function drift (rough): 0.0001 eV/K
  Richardson-plot constant: 37.7 A/cm2/K2
  Richardson-plot work function: 4.250 eV
Facet difference 0.3 eV (rough): current x4.03
```
